# Donnan limit of the Poisson-Boltzmann potential in a narrow charged slit, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem and its proof

### 1. What dimensions and symmetry allow

A slit of width $H$ is filled with electrolyte and joined to a large reservoir. Each wall carries a fixed charge $\sigma$ per area. In mean-field theory the ions enter through two combinations: the charge density $en_0$ of one ion species in the reservoir, and the thermal voltage $kT/e$. The other quantities are $\sigma$, $H$ and the permittivity $\varepsilon$ of the liquid.

Suppose that the potential $\psi$ in the slit is uniform. There is then no field in the liquid, and $\varepsilon$, which enters through the relation between field and charge, cannot appear in the answer. The voltage $kT/e$ is the one remaining quantity that contains a unit of potential. From $\sigma$ (charge per area), $H$ (length) and $en_0$ (charge per volume) a single independent dimensionless number can be formed, $\sigma/(en_0H)$. Hence

$$
\psi=\frac{kT}{e}\,F\!\left(\frac{\sigma}{en_0H}\right).
$$

Reversing the sign of every charge exchanges the two ion species and reverses $\psi$. For a salt with ions of charge $\pm e$ the reservoir is unchanged by this exchange, so $F$ is odd. Wall charge and width enter through $\sigma/H$, which is half of the wall charge per pore volume,

$$
X=\frac{2\sigma}{H}.
$$

Two things are left to find: the function $F$, and the condition under which the potential is uniform. The second is not simply that the slit be narrower than the Debye length of the reservoir. The wall charge matters as well.

### 2. The model

Let $x$ be measured from the midplane and let the walls lie at $x=\pm a$, with $a=H/2$. The assumptions are these.

1. The slit is long, so its ends do not influence the region considered.
2. The wall charge is smeared evenly, has a given value, and is the same on both walls.
3. No electric field exists inside the walls.
4. The ions are points of charge $\pm e$ that respond to the mean potential alone.
5. The liquid has one uniform permittivity $\varepsilon$.
6. The slit is in equilibrium with a reservoir at potential zero, where each species has number density $n_0$.

Equilibrium means that the electrochemical potential of each ion is the same in slit and reservoir:

$$
kT\ln n_\pm \pm e\psi = kT\ln n_0 .
$$

With the reduced potential $\phi=e\psi/kT$ this gives $n_\pm=n_0e^{\mp\phi}$. The charge density of the ions is

$$
\rho=e(n_+-n_-)=en_0\left(e^{-\phi}-e^{\phi}\right)=-2en_0\sinh\phi .
$$

Poisson's equation is $\varepsilon\psi''=-\rho$, where a prime means $d/dx$. Multiplication by $e/(\varepsilon kT)$ gives the Poisson-Boltzmann equation

$$
\phi''=\kappa^2\sinh\phi,\qquad \kappa^2=\frac{2e^2n_0}{\varepsilon kT}. \tag{1}
$$

The length $1/\kappa$ is the Debye length of the reservoir.

For the boundary condition, apply Gauss's law to a thin box around the wall at $x=a$. The displacement on the wall side is zero. On the liquid side it is $-\varepsilon\psi'(a)$ in the $+x$ direction. The displacement on the wall side minus that on the liquid side equals the enclosed charge per area, so $0+\varepsilon\psi'(a)=\sigma$. In reduced form, and with the mirror condition at the other wall,

$$
\phi'(a)=s,\qquad \phi'(-a)=-s,\qquad s=\frac{e\sigma}{\varepsilon kT}. \tag{2}
$$

A positive wall has the higher potential at its surface, as the sign of $s$ requires.

### 3. The Donnan state

The Donnan state is the equilibrium of a uniform, electrically neutral pore that contains fixed charge $X$ per volume. It can be found without the Poisson-Boltzmann equation.

**Lemma 1.** The ideal grand free energy of a uniform neutral pore is least when the potential $\phi_D$ satisfies

$$
\sinh\phi_D=\frac{X}{2en_0}=\frac{\sigma}{en_0H}. \tag{3}
$$

*Proof.* For ideal ions exchanged with the reservoir, the grand free energy per volume is

$$
\omega=kT\sum_{i=\pm}n_i\left(\ln\frac{n_i}{n_0}-1\right).
$$

No field energy is added, because the pore is uniform and neutral. Neutrality is the constraint $e(n_+-n_-)+X=0$. Introduce a multiplier $\psi_D$ and make

$$
\omega+\psi_D\left[e(n_+-n_-)+X\right]
$$

stationary. The derivative of $n(\ln(n/n_0)-1)$ is $\ln(n/n_0)$, so

$$
kT\ln\frac{n_\pm}{n_0}\pm e\psi_D=0 .
$$

These are the equilibrium conditions of Section 2, and the multiplier is therefore the electric potential of the pore. With $\phi_D=e\psi_D/kT$ we have $n_\pm=n_0e^{\mp\phi_D}$, and the constraint becomes $X-2en_0\sinh\phi_D=0$, which is (3). The second derivatives of $\omega$ are $kT/n_\pm>0$ and the constraint is linear, so this stationary point is the unique minimum. $\square$

The function left open by the dimensional argument is thus $F=\operatorname{arsinh}$:

$$
\psi_D=\frac{kT}{e}\operatorname{arsinh}\frac{X}{2en_0}. \tag{4}
$$

The product of the ion densities is $n_+n_-=n_0^2$, as in the reservoir. For $|X|\ll 2en_0$ the potential is $\psi_D\approx (kT/e)\,X/(2en_0)$, and the pore holds nearly as much salt as the reservoir. For $|X|\gg2en_0$ one exponential dominates the hyperbolic sine. Then $|\phi_D|\approx\ln(|X|/en_0)$, the counterion density is close to $|X|/e$, and the co-ions are nearly expelled.

### 4. Statement of the theorem

Angle brackets denote the average across the slit, $\langle f\rangle=\frac1a\int_0^af\,dx$ for an even function $f$.

**Theorem.** Under the assumptions of Section 2, with $\sigma\neq0$:

(a) At any width, $\langle\sinh\phi\rangle=\sinh\phi_D$.

(b) The value $\phi_D$ lies between the midplane value and the wall value of $\phi$, and $|\langle\phi\rangle|<|\phi_D|$.

(c) At every point of the slit,

$$
|\phi(x)-\phi_D|\le\frac{|s|a}{2}=\frac{e|\sigma|H}{4\varepsilon kT}. \tag{5}
$$

(d) In any family of slits for which $|\sigma|H/\varepsilon$ becomes small compared with $kT/e$, the difference between the potential and the Donnan potential tends to zero uniformly across the slit, in units of $kT/e$.

If $\phi$ solves the problem for $\sigma$, then $-\phi$ solves it for $-\sigma$. It is therefore enough to prove the theorem for $\sigma>0$.

### 5. Shape of the potential

**Lemma 2.** For $\sigma>0$ the problem (1), (2) has one solution. It is even and positive, and it increases from the midplane to each wall.

*Proof of existence.* Choose a trial midplane value $p>0$ and use the slope $t=\phi'$ as the independent variable, running from $0$ to $s$. Define $\phi(t)>0$ and $x(t)$ by

$$
\cosh\phi(t)=\cosh p+\frac{t^2}{2\kappa^2},\qquad
x(t)=\int_0^t\frac{dt'}{\kappa^2\sinh\phi(t')} .
$$

Differentiating the first relation gives $\sinh\phi\,d\phi/dt=t/\kappa^2$. The second gives $dt/dx=\kappa^2\sinh\phi$. Therefore

$$
\frac{d\phi}{dx}=\frac{d\phi}{dt}\frac{dt}{dx}=\frac{t}{\kappa^2\sinh\phi}\,\kappa^2\sinh\phi=t,
\qquad
\frac{d^2\phi}{dx^2}=\frac{dt}{dx}=\kappa^2\sinh\phi .
$$

So this construction solves (1), with zero slope at $x=0$ and slope $s$ at $x=L(p)$, where $L(p)=x(s)$. What remains is to choose $p$ so that $L(p)=a$.

A larger $p$ makes $\sinh\phi(t)$ larger at each $t$, so $L$ decreases continuously with $p$. Since $\sinh\phi(t)\ge\sinh p$, we have $L(p)\le s/(\kappa^2\sinh p)$, which tends to zero as $p\to\infty$. As $p\to0$,

$$
\sinh^2\phi=\cosh^2\phi-1\to\left(1+\frac{t^2}{2\kappa^2}\right)^2-1=\frac{t^2}{\kappa^2}\left(1+\frac{t^2}{4\kappa^2}\right),
$$

and the integrand grows towards $1/\bigl(\kappa t\sqrt{1+t^2/4\kappa^2}\bigr)$. Its integral diverges logarithmically at $t=0$, so $L(p)\to\infty$. Hence $L(p)=a$ for one value of $p$. The potential starts from $p>0$ and has positive slope for $x>0$. Reflection, $\phi(-x)=\phi(x)$, supplies the other half.

*Proof of uniqueness.* Let $w=\phi_1-\phi_2$ be the difference of two solutions. Then $w'(\pm a)=0$. Multiply $w''=\kappa^2(\sinh\phi_1-\sinh\phi_2)$ by $w$ and integrate by parts:

$$
-\int_{-a}^{a}w'^2dx=\kappa^2\int_{-a}^{a}(\phi_1-\phi_2)(\sinh\phi_1-\sinh\phi_2)\,dx .
$$

The left side is not positive. The right side is not negative, because $\sinh$ is increasing. Both vanish, so $w=0$. $\square$

### 6. Neutrality fixes an average

**Lemma 3.** At any width, $\langle\sinh\phi\rangle=\sinh\phi_D$.

*Proof.* Integrate (1) from $0$ to $a$, using $\phi'(0)=0$ and $\phi'(a)=s$:

$$
s=\kappa^2\int_0^a\sinh\phi\,dx=\kappa^2a\langle\sinh\phi\rangle .
$$

Now insert the definitions of $s$ and $\kappa^2$:

$$
\langle\sinh\phi\rangle=\frac{s}{\kappa^2a}
=\frac{e\sigma}{\varepsilon kT}\,\frac{\varepsilon kT}{2e^2n_0a}
=\frac{\sigma}{2en_0a}=\frac{\sigma}{en_0H}. \tag{6}
$$

The permittivity and the temperature cancel, and the right side is $\sinh\phi_D$ by (3). $\square$

This lemma explains why the wall charge appears per pore volume. The ions in the slit must balance the wall charge, whatever their distribution. Their mean charge density is therefore $-X$, and $-2en_0\langle\sinh\phi\rangle$ is that mean density. The Donnan formula replaces the average of $\sinh\phi$ by $\sinh$ of a single potential, which is permitted when $\phi$ hardly varies.

**Lemma 4.** For $\sigma>0$, $\phi(0)<\phi_D<\phi(a)$ and $\langle\phi\rangle<\phi_D$.

*Proof.* By Lemma 2, $\sinh\phi$ increases from midplane to wall. Its average lies strictly between its end values, so $\sinh\phi(0)<\sinh\phi_D<\sinh\phi(a)$. Since $\sinh$ is increasing, the first claim follows. For positive arguments $\sinh$ is also strictly convex, and Jensen's inequality gives $\sinh\langle\phi\rangle<\langle\sinh\phi\rangle=\sinh\phi_D$. This is the second claim. $\square$

### 7. The variation is bounded

**Lemma 5.** For $\sigma>0$, $\phi(a)-\phi(0)\le sa/2$.

*Proof.* Differentiate (1) once more. For $0\le x\le a$,

$$
\phi'''=\kappa^2\cosh\phi\;\phi'\ge0 .
$$

The slope $\phi'$ is thus a convex function of $x$. A convex function lies on or below the chord between its end points, which here are $\phi'(0)=0$ and $\phi'(a)=s$. Hence $\phi'(x)\le sx/a$, and

$$
\phi(a)-\phi(0)=\int_0^a\phi'\,dx\le\frac sa\int_0^ax\,dx=\frac{sa}{2}. \qquad\square
$$

*Proof of the theorem.* Part (a) is Lemma 3 and part (b) is Lemma 4. Both $\phi(x)$ and $\phi_D$ lie in the interval from $\phi(0)$ to $\phi(a)$, so their difference does not exceed its length. Lemma 5 then gives (c). Part (d) follows because the right side of (5) is $|\sigma|H/(4\varepsilon)$ divided by $kT/e$. $\square$

In volts the bound reads $|\psi-\psi_D|\le|\sigma|H/(4\varepsilon)$. This is the potential difference between midplane and wall if the countercharge were spread evenly, for then the field would fall linearly from $\sigma/\varepsilon$ at the wall to zero at the midplane. The true countercharge is denser near the wall. It screens the field sooner, so the true difference cannot be larger.

Numerical solutions of (1), (2) were tested for the nine combinations of $\kappa a=0.1,\,0.4,\,1.0$ with $\sinh\phi_D=0.3,\,3,\,30$. The largest relative error of identity (6) was $1.4\times10^{-10}$. The largest deviation from $\phi_D$ was $0.666$ of the bound.

## Part II. Regimes, limits and a worked case

### 8. Symbols and results carried over

The slit has half-width $a=H/2$ and charge $\sigma$ per area on each wall. The reservoir holds $n_0$ ions of each sign per volume. The reduced potential $\phi=e\psi/kT$ obeys $\phi''=\kappa^2\sinh\phi$, with $\kappa^2=2e^2n_0/(\varepsilon kT)$, $\phi'(0)=0$ and $\phi'(a)=s=e\sigma/(\varepsilon kT)$. The Donnan value is given by $\sinh\phi_D=\sigma/(en_0H)$. Part I proved that $\langle\sinh\phi\rangle=\sinh\phi_D$ at any width, and that

$$
|\phi-\phi_D|\le\frac{|g|}2,\qquad g=sa=(\kappa a)^2\sinh\phi_D. \tag{7}
$$

The last equality is (6) multiplied by $(\kappa a)^2$. General formulas below are written for $\sigma>0$.

### 9. Two conditions

The bound can be expressed through the Gouy-Chapman length $b=2\varepsilon kT/(e|\sigma|)=2/|s|$, over which the wall field $|\sigma|/\varepsilon$ would change the potential by $2kT/e$. Since $|g|/2=a/b$, the potential is flat on the scale of $kT/e$ when

$$
\frac{H}{2b}\ll1. \tag{8}
$$

The reservoir salt does not appear in this condition. One may also ask for a small error relative to $\phi_D$ itself. Dividing (7) by $\phi_D$ gives

$$
\frac{|\phi-\phi_D|}{\phi_D}\le\frac{(\kappa a)^2}{2}\,\frac{\sinh\phi_D}{\phi_D}. \tag{9}
$$

Because $\sinh\phi_D/\phi_D\ge1$, a small right side requires $\kappa a\ll1$, which is the familiar condition of a slit narrower than the Debye length. At high charge the second factor is large, and $\kappa a\ll1$ is no longer enough.

**A narrow slit that is not uniform.** Let $\kappa a\to0$ by dilution of the reservoir at fixed $\sigma$ and $H$. Then $g$ stays the same while $\phi_D$ grows, and co-ions disappear from the slit. With $\sinh\phi\approx e^\phi/2$ the equation becomes $\phi''=\frac12\kappa^2e^\phi$. Try

$$
\phi=\phi(0)-2\ln\cos Kx .
$$

Its derivatives are $\phi'=2K\tan Kx$ and $\phi''=2K^2/\cos^2Kx=2K^2e^{\phi-\phi(0)}$, so the equation holds if $K^2=\frac14\kappa^2e^{\phi(0)}$. The wall condition $2K\tan Ka=s$ and the resulting difference are

$$
Ka\tan Ka=\frac g2,\qquad \phi(a)-\phi(0)=-2\ln\cos Ka . \tag{10}
$$

The difference depends on $g$ alone. However long the Debye length becomes, the potential does not flatten.

**A flat slit that is not at the Donnan value in relative terms.** Let the charge be weak, so that $\sinh\phi\approx\phi$. The solution is $\phi=(s/\kappa)\cosh\kappa x/\sinh\kappa a$, as substitution into $\phi''=\kappa^2\phi$ and the boundary conditions shows. Here $\phi_D\approx s/(\kappa^2a)$, and

$$
\frac{\phi(0)}{\phi_D}=\frac{\kappa a}{\sinh\kappa a}.
$$

For $\kappa a=5.0$ and $g=0.05$ the full equation was solved, and the ratio is $0.0674$, in agreement with this formula. All deviations are below $g/2=0.025$ in units of $kT/e$, yet the midplane potential is a small fraction of $\phi_D$.

The potential in the slit has been shown to lie within $|g|/2$ of the Donnan value in units of $kT/e$, so it is flat on that scale when $H/(2b)\ll1$, while a slit narrower than the reservoir Debye length need not be uniform if its walls are strongly charged. What remains is the profile close to the uniform limit, a worked case of an oxide-lined trench, and estimates of the effects that the model leaves out.

Numerical values quoted here were computed with a short program.
